# Why the constrained-path Monte Carlo energy is not an upper bound, part 2

Constrained-path Monte Carlo (CPMC) reports a mixed energy that, unlike the fixed-node diffusion Monte Carlo (DMC) energy for a local potential, can lie below the exact ground-state energy $E_0$. Let $H=K-\tfrac12\sum_av_a^2$ be real, with one-body $K$ and fields $v_a$, imaginary-time step $\tau\to0$ and an infinite population. Walkers are real normalized determinants $|\phi\rangle$, removed when $O=\langle T|\phi\rangle$ reaches zero, $T$ being the trial. Their stationary weighted density $\chi>0$, with $\int\chi=1$, vanishes on the node and represents $|\Psi_c\rangle=\int\chi|\phi\rangle$. $E_c$ is the growth energy, $E_{\rm mix}=\langle T|H|\Psi_c\rangle/\langle T|\Psi_c\rangle$, and $E_{\rm var}$, $E_T$ are the expectation values of $H$ in $\Psi_c$, $T$. The flux $j\ge0$, the weight removed per unit imaginary time and node area, follows from the normal derivative of $\chi$; $|D\rangle=\oint j|\phi\rangle$, and $D_0$ is $D$ for the exact trial. With importance sampling, a walker of weight $w$ stands for $w|\phi\rangle/O$.

Already proved:

$$(H-E_c)|\Psi_c\rangle=-|D\rangle, \tag{2}$$

Still to be proved, for nondegenerate $\Psi_0$ with $\langle\Psi_0|\Psi_c\rangle\neq0$:

$$E_{\rm mix}=E_c,\qquad E_{\rm var}=E_c-\frac{\langle\Psi_c|D\rangle}{\langle\Psi_c|\Psi_c\rangle}\ge E_0,\qquad E_c-E_0=\frac{\langle\Psi_0|D\rangle}{\langle\Psi_0|\Psi_c\rangle}. \tag{3}$$

Also to be proved: if $\Psi_c$ depends continuously on the trial and $D_0\ne0$, trials arbitrarily close to $\Psi_0$ have $E_{\rm mix}<E_0$, with bias linear in the trial error.

The model has two orbitals and one electron per spin; $|ij\rangle$ puts spin up in $i$, spin down in $j$:

$$H_{11,22}=\begin{pmatrix}U-\Delta & J\\ J& U+\Delta\end{pmatrix},\qquad H_{12,21}=\begin{pmatrix}U'&J\\ J&U'\end{pmatrix},$$

with $U=4$, $U'=2$, $J=1$, $\Delta=3$ eV. Four density fields scale as $\sqrt U$ or $\sqrt{U'}$; the fifth scales as $\sqrt J$. In the $|11\rangle,|22\rangle$ plane $\Psi_0=(\cos\eta_0,-\sin\eta_0)$, $\Psi_+=(\sin\eta_0,\cos\eta_0)$, $\tan\eta_0=r_0=0.16228$, $E_0=0.83772$ eV and $\omega=E_+-E_0=6.32456$ eV. The trial is $|T\rangle=|11\rangle-r|22\rangle$, exact at $r=r_0$; $t_k=\langle T|\Psi_k\rangle$, $c_k=\langle\Psi_k|\Psi_c\rangle$.

Here $|\phi\rangle=(\cos a,\sin a)\otimes(\cos b,\sin b)$, $S=a+b$, $d=a-b$, and the allowed strip is $|S|<w(d)=\arccos(-\kappa\cos d)$, $\kappa=(1-r)/(1+r)$. The reflection symmetry is $(a,b)\to(-a,-b)$. At $r=0.08$, $E_c=0.82967$ eV, $\Psi_c=(0.69734,-0.12439)$, $c_0=0.70826$ and $\langle\Psi_c|\Psi_c\rangle=0.50176$.

### The three projections

Project (2) on $T$. Every determinant in $D$ lies on the node, so $\langle T|D\rangle=\oint jO=0$ and $E_{\rm mix}=E_c$. At finite $\tau$ with sharp removal the removed determinants have $O\le0$ rather than $O=0$, and the two estimators differ by a time-step error. The overshoot past the node is of order $\sqrt\tau$ while the removal rate stays finite, so this difference is of order $\sqrt\tau$, not $\tau$, and the growth energy is the lower of the two.

Project (2) on $\Psi_c$ and divide by the norm to obtain the second relation of (3). The inequality $E_{\rm var}\ge E_0$ is the variational principle, which applies because a sum of determinants is a fermion state. It bounds $E_c$ only if $\langle\Psi_c|D\rangle\ge0$, or at least not too negative, and

$$\langle\Psi_c|D\rangle=\oint j(\phi)\int\chi(\phi')\,\langle\phi'|\phi\rangle .$$

The density $\chi$ vanishes at the nodal determinant $\phi$, but the inner integral collects overlaps from the whole interior, and $\langle\phi'|\phi\rangle$ is nonzero and of either sign. This is the step at which nonorthogonality enters.

Project (2) on $\Psi_0$, using $\langle\Psi_0|H=E_0\langle\Psi_0|$, to get $(E_0-E_c)\langle\Psi_0|\Psi_c\rangle=-\langle\Psi_0|D\rangle$, the third relation. For $\langle\Psi_0|\Psi_c\rangle>0$, removing determinants with a net negative overlap on the ground state makes the population grow faster than $e^{-\tau E_0}$ in that direction, and $E_c$ falls below $E_0$.

### The linear bias

Let $T=\Psi_0+\epsilon\eta$ with $\eta\perp\Psi_0$. Since $\langle\Psi_0|(H-E_0)=0$,

$$E_{\rm mix}-E_0=\epsilon\,\frac{\langle\eta|(H-E_0)|\Psi_c(\epsilon)\rangle}{\langle T|\Psi_c(\epsilon)\rangle}.$$

At $\epsilon=0$ this gives $E_c=E_0$, so (2) becomes $(H-E_0)\Psi_c(0)=-D_0$, and $c_0=\langle\Psi_0|\Psi_c(0)\rangle=\int\chi O>0$. Continuity of $\Psi_c(\epsilon)$ then gives

$$E_{\rm mix}-E_0=-\epsilon\,\frac{\langle\eta|D_0\rangle}{c_0}+o(\epsilon). \tag{6}$$

$D_0$ is orthogonal to $\Psi_0$, so $\eta=D_0$ is allowed and yields $-\epsilon\langle D_0|D_0\rangle/c_0<0$ for small $\epsilon>0$. This completes the proof. Because $\Psi_0$ is nondegenerate, $D_0=0$ holds exactly when $\Psi_c(0)\propto\Psi_0$. An exact trial always gives the exact mixed energy, but whenever $D_0\ne0$ it does not give the exact state.

### The theorem checked on the model

At $r=0.08$ the boundary flux gives $D=(0.00557,0.06963)$ eV in the $|11\rangle,|22\rangle$ plane, and $0.00557-0.08\times0.06963=0$ to the printed digits, as orthogonality to $T$ requires. The left side of (2), with the block $\begin{pmatrix}1&1\\1&7\end{pmatrix}$ eV, is

$$0.17033\times0.69734-0.12439=-0.00561,\qquad 0.69734-6.17033\times0.12439=-0.07019 .$$

The flux value is thus smaller in magnitude than the left side by $0.8\%$ of the latter. It requires a derivative of $\chi$ at the edge of the basis interval, and the program allows for slower convergence there with a tolerance of $5\times10^{-3}$ of the total removal rate $\oint j\approx1.195$ eV, or $0.006$ eV. That tolerance is comparable to the bias, so the printed agreement is stronger evidence than the test. The projections give $-0.00566/0.70826=-0.00799$ eV for $E_c-E_0$, against $-0.00805$ eV from the eigenvalue, and $0.82967+0.00478/0.50176=0.83920$ eV for $E_{\rm var}$, against $0.83927$ eV computed directly.

Orthogonality to $T$ forces $D=D_{22}\,(r,1)$, so $\langle\Psi_0|D\rangle=D_{22}\cos\eta_0\,(r-r_0)$, and for $D_{22}>0$ the bias has the sign of $r-r_0$, as in the table. The sign of $D_{22}$ is a computed result and is not derived here. The vector $D$ is much shorter than the removal rate. If $\phi$ lies on the node so does $-\phi$; in the strip the map $b\to b-\pi$, that is $(S,d)\to(S-\pi,d+\pi)$, sends the edge $S=w(d)$ to $w(d)-\pi=-w(d+\pi)$, the opposite edge. Only the difference $j(\phi)-j(-\phi)$ contributes to $D$, and no symmetry of the walk inside $O>0$ makes it zero. The reflection symmetry cancels the $|12\rangle$ and $|21\rangle$ parts as well. How much each cancellation contributes was not computed separately.

For the slope, the normalized trial with $r=\tan(\eta_0+\delta)$ is $\cos\delta\,\Psi_0-\sin\delta\,\Psi_+$, by the addition theorems, so $\eta=-\Psi_+$ and $\epsilon=\tan\delta$. Projecting (2) on $\Psi_+$ gives $\langle\Psi_+|D_0\rangle=-\omega c_+$, and (6) predicts $dE_c/d\delta=-\omega c_+/c_0=6.32456\times0.01914=0.121$ eV/rad. Unrounded, the formula gives $0.12102$ and a central difference of eigenvalues gives $0.12101$ eV/rad, from biases of $+0.000487$ and $-0.000481$ eV at $\delta=\pm0.004$ rad; the agreement and the opposite signs are tested. The flux route gives $0.08539/0.70931=0.1204$ eV/rad, $0.5\%$ lower. On the positive side the linear term even exceeds the error of the trial energy: $E_T-E_0=\omega\sin^2\delta=6.32456\times0.004^2=0.00010$ eV at $\delta=0.004$ rad, less than $0.000487$ eV, so $E_c\le E_T$ fails too.

The bias also depends on the fields. Lowering $U$ and $U'$ together to 3 eV and 1 eV shifts all four diagonal elements by $-1$ eV, so $H$ changes by a constant and $\Psi_0$, $T$ and the node stay the same, while the density fields weaken. At $r=0.08$ the bias changes from $-0.00805$ to $-0.01131$ eV.

## Why fixed-node DMC has the bound

Let $H=-\tfrac12\nabla^2+V(R)$ with a local, permutation-symmetric $V$ and a real antisymmetric trial $T(R)$. Let $\Omega$ be the nodal pocket of $T$ with the lowest Dirichlet eigenvalue $E_{\rm FN}$, and $\psi>0$ its eigenfunction, extended by zero outside. Along the inward normal coordinate $\xi$ the slope of $\psi$ jumps from $0$ to $\partial_\xi\psi$, so $\nabla^2\psi$ contains $\partial_\xi\psi\,\delta(\xi)$ and

$$(H-E_{\rm FN})\psi=-D,\qquad D(R)=\tfrac12\,\partial_\xi\psi\;\delta(\xi)\ge0 .$$

This is (2) with walkers $|R\rangle$. Projection on $T$, which vanishes on the node, gives $E_{\rm mix}=E_{\rm FN}$. Projection on an antisymmetric ground state gives the third relation of (3) unchanged.

The function $\psi$ is not antisymmetric, so form $\Psi_A=\sum_P\mathrm{sgn}(P)\,\psi(PR)$. A permutation maps pockets onto pockets. If it maps $\Omega$ onto itself it is even, because $T$ keeps one sign in $\Omega$, and it leaves the nondegenerate positive $\psi$ unchanged; all other images are disjoint from $\Omega$. Hence $\Psi_A$ is a positive multiple of $\psi$ in $\Omega$ and is not zero. It obeys $(H-E_{\rm FN})\Psi_A=-D_A$ with $D_A$ supported on the node. Because $\langle R|R'\rangle=\delta(R-R')$, the walker density and the wave function are the same function, and $\langle\Psi_A|D_A\rangle$ samples $\Psi_A$ only where it is zero. Therefore $E_{\rm FN}=E_{\rm var}\ge E_0$. A nonlocal potential couples points across the node, $D$ is then not confined to it, and this proof does not apply.

There is also an upper limit. $T$ restricted to a pocket vanishes on its boundary, so its Rayleigh quotient there is at least that pocket's eigenvalue and hence at least $E_{\rm FN}$; $E_T$ is the norm-weighted average of these quotients. Thus $E_0\le E_{\rm FN}\le E_T$, and since $E_T-E_0=O(\epsilon^2)$ the fixed-node bias has no linear term. In the language of (6), the exact node gives $\Psi_A\propto\Psi_0$, which is smooth, so the kinks of adjacent pockets cancel and $D_0=0$. In determinant space the same argument is unavailable, because the determinants are overcomplete and $\chi$ is not determined by the state it represents.

The relative motion of two same-spin fermions in a two-dimensional trap illustrates this. In units where the reduced mass, $\hbar$ and $\omega_x$ are 1, with $\omega_y=2$, $V=\tfrac12x^2+2y^2$. Exchange is inversion, the lowest odd state is $xe^{-x^2/2-y^2}$, and $E_0=\tfrac32+1=2.5\,\hbar\omega_x$. Rotate the node by $\theta$ with $x=\xi\cos\theta-\zeta\sin\theta$, $y=\xi\sin\theta+\zeta\cos\theta$. Then

$$V=\tfrac12\xi^2+2\zeta^2+\tfrac32\sin^2\theta\,(\xi^2-\zeta^2)+3\sin\theta\cos\theta\,\xi\zeta .$$

For $T=\xi e^{-\xi^2/2-\zeta^2}$ one has $\langle\xi^2\rangle=\tfrac32$, $\langle\zeta^2\rangle=\tfrac14$ and $\langle\xi\zeta\rangle=0$, so $0\le E_{\rm FN}-E_0\le\tfrac32\cdot\tfrac54\sin^2\theta=\tfrac{15}{8}\sin^2\theta$. Solving on the half-plane $\xi>0$ gives $E_{\rm FN}-E_0=1.2734\times10^{-4}$, $5.0955\times10^{-4}$ and $1.2895\times10^{-2}\,\hbar\omega_x$ at $\theta=0.02$, $0.04$ and $0.2$ rad. The mixed estimate reproduces these digits, and the flux formula gives $1.2739\times10^{-4}$, $5.0975\times10^{-4}$ and $1.2900\times10^{-2}$. Doubling $\theta$ from $0.02$ multiplies the bias by $4.0015$, and the coefficient of $\theta^2$ is $0.318\,\hbar\omega_x$, inside the bound. In this example the reflection $y\to-y$ already makes the bias even in $\theta$; the general absence of a linear term rests on the two inequalities.

## Limits of the result, and what can be used instead

The linear term (6) is absent in identifiable cases. If no walker reaches the node, $D=0$, $\Psi_c$ is an eigenstate and there is no bias. $D_0$ transforms like $\Psi_0$ under every symmetry shared by the fields and $\Psi_0$, so a trial error $\eta$ of a different symmetry has $\langle\eta|D_0\rangle=0$. The bias is then of higher than first order, and the argument does not fix its sign. The derivation uses real fields and a boundary at $O=0$; the phaseless approximation for complex fields modifies weights in the interior and needs a separate analysis.

$E_{\rm var}$ is a true upper bound. It can be estimated from pairs of walkers taken from two independent populations, as the ratio of $\sum ww'\langle\phi|H|\phi'\rangle/(OO')$ to $\sum ww'\langle\phi|\phi'\rangle/(OO')$. It bounds the energy but does not locate the exact trial: in the table it is lowest at $r=0.08$, with $0.00155$ eV above $E_0$, and is $0.00231$ eV above $E_0$ at $r_0$. A signal that does vanish at $r_0$ is the spread of the local energy, since in this model $\langle T|H|\phi\rangle/O-E_0=\omega\,t_+\langle\Psi_+|\phi\rangle/O$, which is zero for all walkers only when $t_+=0$.

Releasing the constraint for an imaginary time $\beta$ multiplies $c_+/c_0$ by $e^{-\beta\omega}$, so in this model

$$E_{\rm mix}(\beta)-E_0=\frac{\omega\,t_+c_+e^{-\beta\omega}}{t_0c_0+t_+c_+e^{-\beta\omega}} .$$

With $t_+c_+<0$ and a positive denominator, as at $r=0.08$, the released energy rises monotonically to $E_0$ from below. In this two-level case the total rise equals the constraint bias, which the constrained energy alone cannot reveal. The monotone approach does not carry over to several excited states. The numerator becomes $\sum_k\omega_kt_kc_ke^{-\beta\omega_k}$, whose terms can have either sign, so the released energy can overshoot $E_0$ or rise from a value already above it. For gaps of 1 and 6 eV with $t_0c_0=1$ and $t_kc_k=+0.03$ and $-0.003$, it goes from $0.0117$ eV above $E_0$ at $\beta=0$ to $0.0188$ eV above at $\beta=0.3$ eV$^{-1}$. Only the limit of long release measures the bias, and the statistical noise of a released walk grows with $\beta$.

## Table of computed values

```
U = 4.0 eV, U' = 2.0 eV, J = 1.0 eV, Delta = 3.0 eV
spectrum (eV): 0.83772 1.00000 3.00000 7.16228
E0 = 0.83772 eV, E+ - E0 = 6.32456 eV, r0 = 0.16228, eta0 = 0.16088 rad
r, E_T-E0 (eV), E_c-E0 (eV), E_var-E0 (eV), c+/c0, kill rate (eV)
0.0800 +0.04145 -0.00805 +0.00155 -0.01565 1.1946
0.1200 +0.01086 -0.00461 +0.00195 -0.01756 1.1974
0.1623 +0.00000 +0.00000 +0.00231 -0.01914 1.2022
0.2000 +0.00843 +0.00469 +0.00260 -0.02029 1.2076
0.2500 +0.04463 +0.01148 +0.00294 -0.02157 1.2156
0.3000 +0.10723 +0.01876 +0.00324 -0.02265 1.2243
0.4000 +0.30021 +0.03424 +0.00376 -0.02438 1.2430
exact trial: <Psi+|D> = +0.08539 eV, <Psi0|Psi_c> = 0.70931
slope dE_c/d delta: formula +0.12102, difference +0.12101 eV/rad
E_c-E0 at delta = +-0.004 rad: +0.000487, -0.000481 eV
example r = 0.0800: kappa = 0.85185
Psi_c (11,22) = +0.69734 -0.12439; D (11,22) = +0.00557 +0.06963 eV
t0 = 0.99990, t+ = +0.08122, c0 = 0.70826, c+ = -0.01108
<Psi0|D> = -0.00566 eV, <Psi_c|D> = -0.00478 eV, |Psi_c|^2 = 0.50176
E_c = 0.82967 eV, E_mix = 0.82967 eV, E_var = 0.83927 eV
bias = -0.00805 eV = -8.0 meV; basis change 3.1e-09 eV
bias with U = 3 eV, U' = 1 eV (H shifted by a constant): -0.01131 eV
CPMC walk: tau = 0.01 1/eV, 16 x 1500 walkers, 900 measured steps
E_mix(MC) = 0.82959 +- 0.00031 eV, minus E0 = -0.00813 eV
fixed node: E0 = 2.5 hbar wx; theta (rad), E_FN-E0, E_mix-E0, flux formula
0.02 1.2734e-04 1.2734e-04 1.2739e-04 hbar wx
0.04 5.0955e-04 5.0955e-04 5.0975e-04 hbar wx
0.20 1.2895e-02 1.2895e-02 1.2900e-02 hbar wx
bias ratio for doubled theta = 4.0015; bias/theta^2 = 0.3184 hbar wx
```
